# Diagonal k-point grids for a long body-centred tetragonal cell

## Question

My crystal is body-centred tetragonal with \(c/a=6\). The cell is long along \(c\), so the Brillouin zone should need few divisions in that direction. For a simple tetragonal crystal I would take an \(8\times8\times2\) grid, and I used the same three numbers here with the standard primitive vectors. The calculated \(xx\) and \(yy\) components of a symmetric response tensor agree, as they should, but small \(xy\), \(xz\) and \(yz\) components appear which the fourfold axis forbids. Is the grid merely too coarse, or are the three numbers wrong in principle? Would a shift of the grid help?

## Answer

The three numbers are incompatible with the fourfold axis on those vectors. No shift makes the grid symmetric, although a suitable one can make the forbidden components much smaller. Raising all three numbers in proportion drives the forbidden components towards zero for a smooth integrand, but does not restore the symmetry. Raising only the first two leaves the offending vector \(2\mathbf a_3\), found below, in place. To see why, look at what the third number divides.

### What the three numbers act on

In Cartesian components the standard primitive vectors are

\[
\mathbf a_1=\tfrac12(-a,a,c),\quad
\mathbf a_2=\tfrac12(a,-a,c),\quad
\mathbf a_3=\tfrac12(a,a,-c).
\]

The third number divides the reciprocal vector \(\mathbf b_3\), where \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\). Here \(\mathbf b_3=(2\pi/a)(1,1,0)\), which is perpendicular to \(c\), so the third number is not a number of divisions along the tetragonal axis. A diagonal grid is the set

\[
\mathbf k=\sum_{i=1}^{3}\frac{n_i+s_i}{N_i}\,\mathbf b_i ,
\]

with all integers \(n_i\) and a fixed shift \(s_i\), measured in grid steps. Points that differ by a reciprocal lattice vector are equivalent, which leaves \(N_1N_2N_3\) distinct points.

Differences between grid points form a lattice \(\Gamma\) generated by \(\mathbf b_i/N_i\). The shift has dropped out of it. Let \(L\) be the set of real-space vectors \(\mathbf R\) for which \(\mathbf q\cdot\mathbf R\) is a multiple of \(2\pi\) for every \(\mathbf q\) in \(\Gamma\). Writing \(\mathbf R=\sum_i r_i\mathbf a_i\) and taking \(\mathbf q=\mathbf b_i/N_i\) gives \(\mathbf q\cdot\mathbf R=2\pi r_i/N_i\). Hence \(r_i\) must be a multiple of \(N_i\), and \(L\) is the superlattice generated by \(N_1\mathbf a_1,N_2\mathbf a_2,N_3\mathbf a_3\).

Suppose a rotation \(S\) maps the grid onto itself. It then maps differences of grid points onto such differences, so \(\Gamma\) is invariant. For \(\mathbf R\) in \(L\) and \(\mathbf q\) in \(\Gamma\),

\[
\mathbf q\cdot(S\mathbf R)=(S^{-1}\mathbf q)\cdot\mathbf R\in2\pi\mathbb Z ,
\]

so \(S\mathbf R\) is also in \(L\). A symmetric grid therefore requires a symmetric superlattice, whatever the shift.

### The fourfold axis makes the three numbers equal

The rotation \((x,y,z)\to(-y,x,z)\) gives

\[
S\mathbf a_1=-\mathbf a_3,\qquad
S\mathbf a_2=\mathbf a_1+\mathbf a_2+\mathbf a_3,\qquad
S\mathbf a_3=-\mathbf a_2 .
\]

Apply it to the generators of \(L\):

- \(N_1\mathbf a_1\to-N_1\mathbf a_3\) must lie in \(L\), so \(N_3\) divides \(N_1\).
- \(N_3\mathbf a_3\to-N_3\mathbf a_2\) must lie in \(L\), so \(N_2\) divides \(N_3\).
- \(N_2\mathbf a_2\to N_2(\mathbf a_1+\mathbf a_2+\mathbf a_3)\) must lie in \(L\), so \(N_1\) divides \(N_2\).

For positive integers this means \(N_1\le N_2\le N_3\le N_1\), and hence

\[
N_1=N_2=N_3 .
\]

Conversely, if all three equal \(N\), then \(L\) is the crystal lattice enlarged \(N\) times. It has the full symmetry of the crystal lattice, and so does the unshifted grid.

A shifted grid with equal \(N\) must meet one more condition. Let \(\mathbf k_0=\sum_i s_i\mathbf b_i/N\), so that \(\mathbf k_0\cdot N\mathbf a_i=2\pi s_i\). The difference \(S\mathbf k_0-\mathbf k_0\) must lie in \(\Gamma\). Using \((S\mathbf k_0)\cdot\mathbf a_i=\mathbf k_0\cdot(S^{-1}\mathbf a_i)\) and

\[
S^{-1}\mathbf a_1=\mathbf a_1+\mathbf a_2+\mathbf a_3,\quad
S^{-1}\mathbf a_2=-\mathbf a_3,\quad
S^{-1}\mathbf a_3=-\mathbf a_1,
\]

one finds, modulo 1,

\[
s_2\equiv-s_3,\qquad s_3\equiv-s_1 .
\]

The shifts allowed by the fourfold axis are thus \((s,s,-s)\), which move the grid along \(k_z\); the mirror \(z\to-z\) and inversion further require \(2s\equiv0\) modulo 1. If each component is 0 or ½, they are \((0,0,0)\) and \((½,½,½)\).

An explicit search agrees. Of the 216 unshifted grids with each \(N_i\) from 1 to 6, six map onto themselves under the rotation, and these are the six with equal numbers.

### What goes wrong with 8×8×2

The superlattice of your grid contains

\[
2\mathbf a_3=(a,a,-c).
\]

Its fourfold image is \((-a,a,-c)=-2\mathbf a_2\). This is missing, because the coefficient of \(\mathbf a_2\) must be a multiple of 8.

The effect on an average follows from a Fourier series. Let \(g(\mathbf k)=\sum_{\mathbf R}g_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\), summed over crystal lattice vectors, and take an unshifted grid. If \(\mathbf R\) is in \(L\), the exponential equals 1 at every grid point. If it is not, some grid point \(\mathbf q\) has \(e^{i\mathbf q\cdot\mathbf R}\ne1\). Adding \(\mathbf q\) to all grid points merely reorders them, yet it multiplies the average of the exponential by \(e^{i\mathbf q\cdot\mathbf R}\), so that average is zero. Therefore

\[
\langle g\rangle_{\rm grid}-g_0
=\sum_{\mathbf R\in L,\ \mathbf R\ne0}g_{\mathbf R},
\]

where \(g_0\) is the true zone average. In a symmetric superlattice, symmetry-related vectors occur together and their contributions to a forbidden tensor component cancel. In the \(8\times8\times2\) superlattice some partners are absent, so the cancellation is incomplete.

A shift multiplies the term for \(\mathbf R=\sum_i n_iN_i\mathbf a_i\) by \(e^{2\pi i\sum_i n_is_i}\). If \(g(-\mathbf k)=g(\mathbf k)\), as in the model below, the vectors \(\pm2\mathbf a_3\) together contribute \(2g_{2\mathbf a_3}\cos2\pi s_3\). A half step, \(s_3=½\), only reverses the sign of this contribution, while a quarter step, \(s_3=¼\), removes it. Longer vectors such as \(4\mathbf a_3\) remain, so the grid is still not symmetric and the forbidden components need not vanish.

The agreement of \(xx\) and \(yy\) is not evidence of fourfold symmetry. The mirror \(x\leftrightarrow y\) exchanges \(\mathbf a_1\) and \(\mathbf a_2\) and leaves \(\mathbf a_3\) alone. Since \(N_1=N_2\), your unshifted grid keeps this mirror; a shifted one keeps it only if \(s_1\equiv s_2\) modulo 1. If the crystal has this mirror too, as the model below does, it enforces equal \(xx\) and \(yy\), and equal \(xz\) and \(yz\), but it does not make the off-diagonal components vanish.

### A symmetric grid with fewer axial divisions

Replace the three numbers by an integer matrix \(M\), with superlattice vectors \(\mathbf A_i=\sum_jM_{ij}\mathbf a_j\). The unshifted grid consists of the \(\mathbf k\) for which every \(\mathbf k\cdot\mathbf A_i\) is a multiple of \(2\pi\), and it has \(|\det M|\) distinct points.

Choose a body-centred tetragonal superlattice with edges \(ma,ma,pc\):

\[
\mathbf A_1=\tfrac12(-ma,ma,pc),\quad
\mathbf A_2=\tfrac12(ma,-ma,pc),\quad
\mathbf A_3=\tfrac12(ma,ma,-pc).
\]

These are the original vectors with \(a\to ma\) and \(c\to pc\), so they generate a lattice with the full tetragonal symmetry. To find \(M\), write a general vector as

\[
\tfrac12(ua,va,wc)=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3 .
\]

Comparing components gives \(u=-n_1+n_2+n_3\), \(v=n_1-n_2+n_3\) and \(w=n_1+n_2-n_3\). Adding these in pairs gives

\[
n_1=\frac{v+w}{2},\qquad n_2=\frac{u+w}{2},\qquad n_3=\frac{u+v}{2}.
\]

Inserting \((-m,m,p)\), \((m,-m,p)\) and \((m,m,-p)\) for \((u,v,w)\) yields

\[
M=\begin{pmatrix}\sigma&-\delta&0\\-\delta&\sigma&0\\ \delta&\delta&m\end{pmatrix},
\qquad \sigma=\frac{m+p}{2},\quad \delta=\frac{m-p}{2}.
\]

The entries are integers when \(m\) and \(p\) have the same parity. The number of points is

\[
\det M=m(\sigma^2-\delta^2)=m\,(mp)=m^2p .
\]

The off-diagonal entries vanish when \(m=p\), which is the equal-number grid again.

If the parities differ, use the conventional edges \(m(\mathbf a_2+\mathbf a_3)\), \(m(\mathbf a_1+\mathbf a_3)\) and \(p(\mathbf a_1+\mathbf a_2)\). They are \((ma,0,0)\), \((0,ma,0)\) and \((0,0,pc)\), and the grid has \(2m^2p\) points.

### How to choose m and p

One geometric guide is the length of the shortest nonzero vector in \(L\), because Fourier coefficients of a smooth function decay with distance. The body-centred superlattice consists of the vectors \(\tfrac12(ima,jma,lpc)\) with \(i,j,l\) all even or all odd. The shortest all-even vectors have length \(ma\) or \(pc\), and the shortest all-odd ones have \(|i|=|j|=|l|=1\). Thus

\[
R_{\min}=\min\left(ma,\;pc,\;\sqrt{\frac{m^2a^2}{2}+\frac{p^2c^2}{4}}\right).
\]

For an \(N\times N\times N\) grid with \(c\ge\sqrt2\,a\), this is \(Na\). To keep \(R_{\min}=ma\) with a smaller \(p\), the square root must not fall below \(ma\), which requires

\[
p\ge\sqrt2\,\frac{ma}{c}.
\]

The condition \(pc\ge ma\) then holds as well. The saving in points is \(m^3/(m^2p)=m/p\), at most \(c/(\sqrt2\,a)\) within this family.

For \(c/a=6\) and \(m=8\), the condition is \(p\ge1.89\), so \(p=2\). Then \(\sigma=5\), \(\delta=3\), and

\[
M=\begin{pmatrix}5&-3&0\\-3&5&0\\3&3&8\end{pmatrix},
\qquad \det M=8^2\times2=128 .
\]

This is a quarter of the 512 points of \(8\times8\times8\), against an ideal saving of 4.24.

### Is this a property of the crystal?

No, it belongs to the basis. Take the primitive vectors \((a,0,0)\), \((0,a,0)\), \(\tfrac12(a,a,c)\). The rotation sends the first to the second, the second to minus the first, and the third to itself minus the first. An unshifted diagonal grid is now symmetric if \(N_1=N_2\) and \(N_1\) divides \(N_3\), and not otherwise. Unequal numbers are possible, but \(N_3\) cannot be smaller than \(N_1\), which is the wrong direction for a long \(c\).

The 128-point grid above is itself diagonal on a skewed primitive basis:

\[
\mathbf p_1=(4a,4a,-c),\quad \mathbf p_2=(0,a,0),\quad
\mathbf p_3=\tfrac12(5a,5a,-c).
\]

Its superlattice is generated by \(\mathbf p_1,8\mathbf p_2,16\mathbf p_3\), because \(\mathbf A_3=\mathbf p_1\), \(\mathbf A_1=8\mathbf p_2-\mathbf p_1\) and \(\mathbf A_2=16\mathbf p_3-9\mathbf p_1-8\mathbf p_2\). It is a \(1\times8\times16\) grid there, and those numbers reveal little about its shape.

### A numerical comparison

Consider one band with in-plane hopping \(t=0.4\) eV and body-centre hopping \(t'=0.05\) eV:

\[
\varepsilon=-2t(\cos k_xa+\cos k_ya)
-8t'\cos\frac{k_xa}{2}\cos\frac{k_ya}{2}\cos\frac{k_zc}{2}.
\]

Take \(a=4\) Å, \(c=24\) Å, a fixed chemical potential of \(-0.3\) eV and \(k_BT=0.2\) eV. With \(f\) the Fermi function, the tensor

\[
n_{ij}=\frac{m_e}{\hbar^2}\left\langle f\,
\frac{\partial^2\varepsilon}{\partial k_i\partial k_j}\right\rangle
\]

is dimensionless, per spin and primitive cell. The energy error below refers to \(\langle\varepsilon f\rangle\), whose converged value is \(-288.07\) meV.

| Grid | Points | \(R_{\min}\) (Å) | Energy error (meV) | \(n_{xx}\) | \(n_{zz}\) |
|---|---|---|---|---|---|
| 5×5×5 | 125 | 20.0 | −3.60 | 0.3020 | 0.1528 |
| 8×8×2 | 128 | 24.7 | 1.71 | 0.2969 | 0.1335 |
| matrix \(M\) | 128 | 32.0 | 0.71 | 0.2982 | 0.1261 |
| 8×8×8 | 512 | 32.0 | 0.07 | 0.2983 | 0.1480 |
| converged | | | | 0.2983 | 0.1505 |

The \(8\times8\times2\) grid gives \(n_{xy}=0.0013\) and \(n_{xz}=n_{yz}=-0.0095\). The latter is 7% of its own \(n_{zz}\) in magnitude. The sum over superlattice vectors, with Fourier coefficients from a much denser grid, reproduces these values. On the other three grids the forbidden components vanish to rounding error.

At this temperature the matrix grid has the smallest energy error of the three unshifted grids with about 128 points, and among those three its \(n_{xx}\) is the closest to the converged value. Its \(n_{zz}\), however, is the worst in the table: it is low by \((0.1505-0.1261)/0.1505=16\%\), compared with 11% for \(8\times8\times2\). Correct symmetry does not guarantee a small error, and neither does a long \(R_{\min}\). The table uses a large smearing, \(k_BT=0.2\) eV or about 2300 K, and its ranking does not carry over to smaller ones: at \(k_BT=0.025\) eV the energy error of the matrix grid is 3.7 meV against 3.6 meV for \(8\times8\times2\), and its \(n_{zz}\) is 0.002 against a converged 0.158.

The superlattices show where this error enters. For the matrix grid the vectors are \((4ia,4ja,lc)\), and for \(8\times8\times8\) they are \((4ia,4ja,4lc)\), with \(i,j,l\) of equal parity in both. The vectors with \(z=0\) are identical, so the whole difference between the two results comes from vectors with \(z\ne0\). Those start at height \(c\) for the matrix grid and at \(4c\) for \(8\times8\times8\). The nearest ones for the matrix grid are the eight vectors \((\pm4a,\pm4a,\pm c)\), of length 33.0 Å, barely longer than \(R_{\min}\). A body-centre hop climbs \(c/2\), so each is reached by two body-centre and six in-plane hops, and \((0,0,\pm2c)\) is reached by four body-centre hops; height \(4c\) needs at least eight body-centre hops. \(R_{\min}\) records only the shortest length, not how many vectors lie just beyond it or how large their Fourier coefficients are. The separate contributions of these vectors are not computed here.

If \(n_{zz}\) matters, raise \(p\) separately. With \(m=8\) and \(p=4\) there are 256 points, the in-plane vectors stay the same, and the first layer moves to \(2c\). This removes \((\pm4a,\pm4a,\pm c)\) and \((0,0,\pm2c)\) from the sum. The resulting error is not computed here; converge \(m\) and \(p\) independently for the quantity you need.

### What to do with results you already have

The \(8\times8\times2\) sum over all 128 points is still a legitimate approximation to the integral. Averaging its tensor over the crystal's point group removes the forbidden components, and amounts to averaging over the rotated copies of the grid. It leaves the error in \(n_{zz}\) unchanged. Merging grid points that are related by a crystal symmetry is harmless if each representative is weighted by the number of grid points it replaces and the tensor is then averaged over the point group. What you must not do is weight each representative by the size of its full star, as if the fourfold axis mapped the grid onto itself, because some rotated points are not on the grid. The full figures for the table are in the numerical output below.

## Table of computed values

```
a = 4.0 angstrom, c = 24.0 angstrom, c/a = 6.0
in-plane hopping = 0.4 eV, body hopping = 0.05 eV
chemical potential = -0.3 eV, kT = 0.2 eV
rotated a1,a2,a3 in terms of a1,a2,a3: [[0, 0, -1], [1, 1, 1], [0, -1, 0]]
diagonal grids tried (N_i = 1 to 6): 216
unshifted grids with fourfold symmetry: 6
symmetric shifts, in half steps: [(0, 0, 0), (1, 1, 1)]
chosen superlattice: m = 8, p = 2
nondiagonal matrix M: [[5, -3, 0], [-3, 5, 0], [3, 3, 8]]
skewed primitive basis: [[3, 3, 8], [1, 0, 1], [2, 2, 5]]
diagonal divisions on skewed basis: [1, 8, 16]
ideal saving c/(sqrt(2) a) = 4.243
actual saving against 8x8x8 = 4.000
reference points = 110592
reference filling per spin = 0.364125
reference band energy per spin = -0.288070 eV
reference n_xx = 0.298257, n_zz = 0.150503
[5x5x5] points = 125, shortest vector = 20.000 angstrom
  band-energy error = -3.5980 meV
  n_xx = 0.301970, n_yy = 0.301970, n_zz = 0.152813
  n_xy = 0.000000, n_xz = 0.000000, n_yz = 0.000000
[8x8x2] points = 128, shortest vector = 24.658 angstrom
  band-energy error = 1.7106 meV
  n_xx = 0.296933, n_yy = 0.296933, n_zz = 0.133504
  n_xy = 0.001344, n_xz = -0.009526, n_yz = -0.009526
[nondiagonal] points = 128, shortest vector = 32.000 angstrom
  band-energy error = 0.7094 meV
  n_xx = 0.298189, n_yy = 0.298189, n_zz = 0.126111
  n_xy = 0.000000, n_xz = 0.000000, n_yz = 0.000000
[8x8x8] points = 512, shortest vector = 32.000 angstrom
  band-energy error = 0.0661 meV
  n_xx = 0.298258, n_yy = 0.298258, n_zz = 0.147960
  n_xy = 0.000000, n_xz = 0.000000, n_yz = 0.000000
8x8x2 from Fourier sum: n_xy = 0.001344, n_xz = -0.009526
largest Fourier-sum mismatch (eV or pure number) = 6.9e-08
8x8x2 ratio |n_xz|/n_zz = 0.0714
```
